# The Caroli Formula for Coherent Two-Terminal Transmission, part 1

(Sections cited here and not found follow in the second part.)

## 1. From contact broadenings to the transmission formula

### Definitions and conventions

A conductor is divided into a finite device D and two semi-infinite leads, L on the left and R on the right. The electrons are independent and move in a fixed mean potential, so that a one-particle Hamiltonian describes them. In an orthonormal basis of localized functions, ordered as left lead, device, right lead, it is

$$
H=\begin{pmatrix} H_L & \tau_L^\dagger & 0\\ \tau_L & H_D & \tau_R\\ 0 & \tau_R^\dagger & H_R\end{pmatrix}. \tag{1}
$$

The matrix $\tau_\alpha$, with $\alpha=L,R$, takes an amplitude in lead $\alpha$ into the device. The two zeros state that the leads are not coupled directly. When the couplings have finite range, this is arranged by counting enough of each lead as part of the device. The blocks $H_L$, $H_D$ and $H_R$ are Hermitian, so no electron is absorbed and none exchanges energy with another system. This is what "coherent" means here.

The retarded Green function of an isolated lead is

$$
g_\alpha(E)=\lim_{\eta\to0^+}\left[(E+i\eta)-H_\alpha\right]^{-1}. \tag{2}
$$

The lead is made infinitely long before $\eta$ goes to zero. In the opposite order the lead would keep a discrete spectrum, and a wave sent into it would return from the far end. From $g_\alpha$ one forms the self-energy and the broadening matrix,

$$
\Sigma_\alpha=\tau_\alpha g_\alpha\tau_\alpha^\dagger,\qquad
\Gamma_\alpha=i\left(\Sigma_\alpha-\Sigma_\alpha^\dagger\right), \tag{3}
$$

and the retarded and advanced device Green functions,

$$
G^r=\left[E-H_D-\Sigma_L-\Sigma_R\right]^{-1},\qquad G^a=(G^r)^\dagger . \tag{4}
$$

All matrices in (3) and (4) have the size of the device and depend on $E$. The energy is taken away from the band edges of the leads and from any bound state of the complete system, so that the limits exist. The result to be derived is

$$
T(E)=\mathrm{Tr}\left[\Gamma_L G^r\Gamma_R G^a\right]. \tag{5}
$$

Here $T(E)$ is the transmission summed over all incoming and outgoing channels of one spin direction. It may therefore exceed one.

### The broadening as a density of incoming states

Let $|k\rangle$ be the normalized eigenstates of an isolated lead, $H_\alpha|k\rangle=E_k|k\rangle$. For a long finite lead they form a dense discrete set, and sums over them become integrals as the length grows. Inserting the complete set into (2) gives

$$
g_\alpha-g_\alpha^\dagger=\sum_k|k\rangle\langle k|\left[\frac{1}{E-E_k+i\eta}-\frac{1}{E-E_k-i\eta}\right]
=-i\sum_k|k\rangle\langle k|\,\frac{2\eta}{(E-E_k)^2+\eta^2}.
$$

The last fraction has area $2\pi$ as a function of $E$ and becomes $2\pi\delta(E-E_k)$ as $\eta\to0^+$. Multiplying by $i$, by $\tau_\alpha$ from the left and by $\tau_\alpha^\dagger$ from the right, one finds

$$
\Gamma_\alpha(E)=2\pi\sum_{k\in\alpha}\delta(E-E_k)\,\tau_\alpha|k\rangle\langle k|\tau_\alpha^\dagger . \tag{6}
$$

Each term is a vector times its own conjugate with a positive weight. Hence $\Gamma_\alpha$ is Hermitian and has no negative eigenvalue. It counts the lead states at energy $E$, each weighted by its coupling to the device. Equation (6) will convert a sum over incoming electrons into a matrix that lives on the device alone.

### The scattering state fed by the left lead

Write the Hamiltonian as $H=H_0+V$, where $V$ contains the four coupling blocks in (1). Take a state $|k\rangle$ of the left lead and set $z=E_k+i\eta$. The scattering state that grows out of it is defined by

$$
|\Psi_k\rangle=i\eta\,(z-H)^{-1}|k\rangle . \tag{7}
$$

Its meaning appears when the inverse is written as an integral over a variable $s$, which is a time divided by $\hbar$:

$$
|\Psi_k\rangle=\eta\int_0^\infty ds\,e^{-\eta s}\,e^{-iHs}e^{iE_ks}|k\rangle .
$$

The integral indeed gives $\eta\,[\eta-i(E_k-H)]^{-1}=i\eta\,[E_k+i\eta-H]^{-1}$. The electron is thus prepared in the isolated left lead at some moment in the past and then evolves under the full Hamiltonian. The result is averaged over the moment of preparation, with a typical age $\hbar/\eta$. As $\eta\to0^+$ the preparation recedes into the remote past, and (7) becomes a stationary state: multiplying it by $z-H$ leaves $i\eta|k\rangle$ on the right, which vanishes in the limit.

Now separate the incoming part, $|\Psi_k\rangle=|k\rangle+|\chi\rangle$. Since $H_0|k\rangle=E_k|k\rangle$,

$$
(z-H)|k\rangle=(z-E_k)|k\rangle-V|k\rangle=i\eta|k\rangle-V|k\rangle .
$$

Subtracting this from $(z-H)|\Psi_k\rangle=i\eta|k\rangle$ gives

$$
(z-H)|\chi\rangle=V|k\rangle . \tag{8}
$$

The state $|k\rangle$ lies in the left lead, and from there $V$ leads only into the device. The right side of (8) is therefore $\tau_L|k\rangle$ in the device block and zero in the lead blocks. Written out with (1), the three blocks are

$$
\begin{aligned}
(z-H_L)\chi_L-\tau_L^\dagger\chi_D&=0,\\
(z-H_D)\chi_D-\tau_L\chi_L-\tau_R\chi_R&=\tau_L|k\rangle,\\
(z-H_R)\chi_R-\tau_R^\dagger\chi_D&=0 .
\end{aligned} \tag{9}
$$

The first and third equations are solved by $\chi_\alpha=g_\alpha\tau_\alpha^\dagger\chi_D$. Inserting them into the second produces the combinations $\tau_\alpha g_\alpha\tau_\alpha^\dagger=\Sigma_\alpha$:

$$
\left[z-H_D-\Sigma_L-\Sigma_R\right]\chi_D=\tau_L|k\rangle .
$$

The incoming state has no component in the device or in the right lead. There the full amplitudes equal the scattered ones, and in the limit $\eta\to0^+$

$$
\psi_D=G^r(E_k)\,\tau_L|k\rangle,\qquad \psi_R=g_R(E_k)\,\tau_R^\dagger\psi_D . \tag{10}
$$

No property of the leads has been approximated in eliminating them. Their effect on the device is contained in the two self-energies, whose Hermitian parts shift the device levels and whose anti-Hermitian parts let amplitude escape.

### Probability flow into the right lead

The time-dependent Schrödinger equation in the right lead is $i\hbar\,\dot\psi_R=H_R\psi_R+\tau_R^\dagger\psi_D$. The probability in that lead changes at the rate

$$
\frac{d}{dt}\,\psi_R^\dagger\psi_R=2\,\mathrm{Re}\left[\psi_R^\dagger\dot\psi_R\right]
=\frac{2}{\hbar}\,\mathrm{Im}\left[\psi_R^\dagger H_R\psi_R+\psi_R^\dagger\tau_R^\dagger\psi_D\right],
$$

because $\mathrm{Re}(-iw)=\mathrm{Im}\,w$. The first term is real, since $H_R$ is Hermitian, and drops out. What remains is the flow $J_k$ through the junction between device and right lead. In a stationary state this flow is carried away towards infinity. With (10),

$$
\psi_R^\dagger\tau_R^\dagger\psi_D=\psi_D^\dagger\tau_Rg_R^\dagger\tau_R^\dagger\psi_D=\psi_D^\dagger\Sigma_R^\dagger\psi_D .
$$

The imaginary part of this number is its difference from its complex conjugate, divided by $2i$. By (3), $\Sigma_R^\dagger-\Sigma_R=i\Gamma_R$, and so

$$
J_k=\frac{2}{\hbar}\,\frac{1}{2i}\,\psi_D^\dagger\left(\Sigma_R^\dagger-\Sigma_R\right)\psi_D
=\frac1\hbar\,\psi_D^\dagger\Gamma_R\psi_D . \tag{11}
$$

The flow is never negative, as it must be for an electron that came from the other side. In a one-level device $\Gamma_R/\hbar$ is the flow to the right divided by the probability of finding the electron on the level. If the coupling is weak and the broadenings vary little with energy near the level, it is also the rate at which an electron placed on the level leaves to the right, after a short initial time.

### Summation over the incoming electrons

In the remote past the left lead is filled according to a distribution $f_L(E)$, usually the Fermi function with chemical potential $\mu_L$. Each one-particle state then evolves independently. The one-particle density matrix of the electrons from the left is $\sum_kf_L(E_k)|\Psi_k\rangle\langle\Psi_k|$, and the flow is linear in it. No factor $1-f_R$ for empty final states appears: the scattering states coming from different initial states stay orthogonal, so the exclusion principle is already respected. The particle flow from left to right is therefore

$$
J_{R\leftarrow L}=\sum_kf_L(E_k)\,\frac1\hbar\,\langle k|\tau_L^\dagger G^a\Gamma_RG^r\tau_L|k\rangle .
$$

A number equals its own trace. Moving factors cyclically and inserting $1=\int dE\,\delta(E-E_k)$ gives

$$
J_{R\leftarrow L}=\frac1\hbar\int dE\,f_L(E)\,\mathrm{Tr}\left[\Gamma_RG^r\sum_k\delta(E-E_k)\,\tau_L|k\rangle\langle k|\tau_L^\dagger\,G^a\right].
$$

By (6) the sum is $\Gamma_L/2\pi$. Since $2\pi\hbar=h$,

$$
J_{R\leftarrow L}=\frac1h\int dE\,f_L(E)\,T_{RL}(E),\qquad T_{RL}=\mathrm{Tr}\left[\Gamma_RG^r\Gamma_LG^a\right]. \tag{12}
$$

Exchanging the names of the leads gives the flow that electrons from the right send into the left lead:

$$
J_{L\leftarrow R}=\frac1h\int dE\,f_R(E)\,T_{LR}(E),\qquad T_{LR}=\mathrm{Tr}\left[\Gamma_LG^r\Gamma_RG^a\right]. \tag{13}
$$

In a stationary state the probability in the device is constant. An electron from the right that flows out into the left lead must therefore have crossed the right junction inwards at the same rate. The net flow from left to right through either junction is $J_{R\leftarrow L}-J_{L\leftarrow R}$.

### Equality of the two traces

The traces in (12) and (13) have the order of the two broadenings exchanged. Cyclic permutation alone does not turn one into the other, because $G^r$ and $G^a$ would also change places. The missing relation is conservation of probability. From (4), with $H_D$ Hermitian and $\Gamma=\Gamma_L+\Gamma_R$,

$$
(G^a)^{-1}-(G^r)^{-1}=\sum_\alpha\left(\Sigma_\alpha-\Sigma_\alpha^\dagger\right)=-i\Gamma .
$$

Multiplying by $G^r$ from the left and $G^a$ from the right turns the left side into $G^r-G^a$. Multiplying instead by $G^a$ from the left and $G^r$ from the right gives $G^r-G^a$ once more. Therefore

$$
i\left(G^r-G^a\right)=G^r\Gamma G^a=G^a\Gamma G^r . \tag{14}
$$

Multiply the last equality by $\Gamma_L$ and take the trace:

$$
\mathrm{Tr}\left[\Gamma_LG^r\Gamma_LG^a\right]+\mathrm{Tr}\left[\Gamma_LG^r\Gamma_RG^a\right]
=\mathrm{Tr}\left[\Gamma_LG^a\Gamma_LG^r\right]+\mathrm{Tr}\left[\Gamma_LG^a\Gamma_RG^r\right].
$$

The first terms on the two sides agree by cyclic permutation and cancel. In the last term, cyclic permutation gives $\mathrm{Tr}[\Gamma_RG^r\Gamma_LG^a]$. Hence

$$
T_{LR}(E)=T_{RL}(E)\equiv T(E), \tag{15}
$$

which establishes (5). Time-reversal symmetry was not used, so (15) also holds in a magnetic field. What was used is that the device has two leads and no other exit.

With a factor two for spin, when neither the Hamiltonian nor the leads distinguish the spin directions, the magnitude of the electric current is

$$
I=\frac{2e}{h}\int dE\,T(E)\left[f_L(E)-f_R(E)\right] \tag{16}
$$

for $\mu_L>\mu_R$ and equal temperatures in the two leads. Electrons then flow from left to right and the conventional current from right to left. If the two distributions are equal, the current vanishes whatever the shape of the device; this follows from (12), (13) and (15).

For a small bias $V$, with $\mu_L-\mu_R=eV$, the difference of Fermi functions is $eV(-\partial f/\partial E)$ to first order. Equation (16) then gives the conductance

$$
\frac IV=\frac{2e^2}{h}\int dE\,T(E)\left(-\frac{\partial f}{\partial E}\right). \tag{17}
$$

At low temperature the derivative is concentrated at the Fermi energy, and the conductance becomes $2e^2/h$ times the transmission there, provided that $T(E)$ varies little over a few $k_BT$.

### The charge that goes with the current

In a transistor the mean potential depends on the electron density. The same sum over scattering states supplies it. The device block of the density matrix for electrons from the left is $\sum_kf_L(E_k)\psi_D\psi_D^\dagger$. With (10) and (6), and with the corresponding term from the right,

$$
\rho_D=\int\frac{dE}{2\pi}\,G^r\left(f_L\Gamma_L+f_R\Gamma_R\right)G^a . \tag{18}
$$

This holds for each spin direction when the complete system has no bound states. A bound state is not reached from either lead, and its occupation must be specified separately. The diagonal elements of $\rho_D$ enter the Poisson equation, whose solution changes $H_D$. Formula (5) applies to the potential obtained when this cycle has converged, within the mean-field description.

## 2. Channels, lattice leads and worked examples

The second half uses the following symbols and results. The device Hamiltonian $H_D$ is Hermitian, $\Sigma_\alpha$ is the self-energy of lead $\alpha=L,R$, and $\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)$ is its broadening, which has no negative eigenvalue. The device Green functions are $G^r=[E-H_D-\Sigma_L-\Sigma_R]^{-1}$ and $G^a=(G^r)^\dagger$. They obey the identity (14), and the transmission per spin direction is $T=\mathrm{Tr}[\Gamma_LG^r\Gamma_RG^a]$, with the two broadenings exchangeable by (15). The current follows from (16).

The transmission formula (5) has now been derived from the scattering states, together with the current (16) and the device density matrix (18). What remains is to bound the transmission by the number of open channels, to find the self-energy of a lattice lead, and to test the formulas on worked examples.
